# Why Kramers doublets need five conditions to cross, or three with a mirror: test program

```python
"""
Result under test: two Kramers doublets cross only if 5 real conditions hold;
with a conserved mirror plane only 3 are needed (odd electron number, no
magnetic field).
Symbols: T = J K is time reversal (K conjugates, T^2 = -1); M is a mirror
(M^2 = -1).  In the frame (a, Ta, b, Tb): A = <a|H|a>, B = <b|H|b>,
w = <a|H|b>, x = <a|H|Tb>.
Model: one p electron, H = V + zeta L.S, where V is a traceless quadrupolar
field with components q1..q5 (3z2-r2, x2-y2, xy, xz, yz), tr V^2 = 6 |q|^2.
"""
import numpy as np
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(12)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
J2 = np.array([[0, -1], [1, 0]], complex)   # T up = down, T down = -up


def symmetrize(H, mirrors=()):
    """Project a Hermitian matrix on the part commuting with T and mirrors."""
    J = np.kron(np.eye(len(H) // 2), J2)
    H = (H + J @ H.conj() @ J.T) / 2
    for M in mirrors:
        H = (H + M @ H @ M.conj().T) / 2
    return H


def random_hermitian(n):
    X = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (X + X.conj().T) / 2


def real_vector(H):
    return np.concatenate([H.real.ravel(), H.imag.ravel()])


def count_parameters(mirrors=(), use_symmetry=True):
    """Dimension of the real space of allowed 4 by 4 Hermitian matrices."""
    rows = []
    for i in range(4):
        for j in range(i, 4):
            for c in ([1.0] if i == j else [1.0, 1j]):
                H = np.zeros((4, 4), complex)
                H[i, j] = c
                H[j, i] = np.conj(c)
                rows.append(real_vector(symmetrize(H, mirrors)
                                        if use_symmetry else H))
    return np.linalg.matrix_rank(np.array(rows), tol=1e-10)


# Parameter counts; the two orbitals have opposite spin-free mirror parity
mirror1 = np.kron(np.diag([1, -1]), -1j * sz)
mirror2 = np.kron(np.eye(2), -1j * sx)
n_all = count_parameters(use_symmetry=False)
n_T = count_parameters()
n_TM = count_parameters([mirror1])
n_TMM = count_parameters([mirror1, mirror2])
assert (n_all, n_T, n_TM, n_TMM) == (16, 6, 4, 3)

# Matrix structure and eigenvalue formula against diagonalization
for _ in range(20):
    H = symmetrize(random_hermitian(4))
    A, B, w, x = H[0, 0].real, H[2, 2].real, H[0, 2], H[0, 3]
    assert abs(H[0, 1]) < 1e-12 and abs(H[1, 1] - A) < 1e-12
    assert abs(H[1, 3] - np.conj(w)) < 1e-12
    assert abs(H[1, 2] + np.conj(x)) < 1e-12
    root = np.sqrt(((A - B) / 2)**2 + abs(w)**2 + abs(x)**2)
    formula = (A + B) / 2 + root * np.array([-1, -1, 1, 1])
    assert np.allclose(np.linalg.eigvalsh(H), formula, atol=1e-11)

# Each doublet of a larger mirror-symmetric problem holds M = +i and M = -i
mirror12 = np.kron(np.diag([1, 1, 1, -1, -1, -1]), -1j * sz)
assert np.allclose(mirror12 @ mirror12, -np.eye(12))
E, U = np.linalg.eigh(symmetrize(random_hermitian(12), [mirror12]))
for k in range(0, 12, 2):
    pair = U[:, k:k + 2]
    values = np.linalg.eigvals(pair.conj().T @ mirror12 @ pair)
    assert np.allclose(np.sort(values.imag), [-1, 1], atol=1e-8)


def traceless(H):
    return H - np.trace(H) / len(H) * np.eye(len(H))


def remaining_gap(n_controls, mirrors):
    """Disturb a crossing of two doublets among six, then try to restore it
    with n_controls random controls; return final gap / disturbed gap."""
    U = np.linalg.eigh(symmetrize(random_hermitian(12), mirrors))[1]
    levels = np.repeat([-3.0, -1.5, 0.0, 0.0, 1.5, 3.0], 2)
    H = (U * levels) @ U.conj().T
    H = H + 1e-5 * symmetrize(random_hermitian(12), mirrors)
    controls = [symmetrize(random_hermitian(12), mirrors)
                for _ in range(n_controls)]
    E = np.linalg.eigvalsh(H)
    start = E[6] - E[4]
    for _ in range(15):
        E, U = np.linalg.eigh(H)
        W = U[:, 4:8]
        columns = np.array([real_vector(traceless(W.conj().T @ C @ W))
                            for C in controls]).T
        target = -real_vector(traceless(np.diag(E[4:8]).astype(complex)))
        step = np.linalg.lstsq(columns, target, rcond=1e-10)[0]
        H = H + sum(s * C for s, C in zip(step, controls))
    E = np.linalg.eigvalsh(H)
    return (E[6] - E[4]) / start


trials = 6
open4 = min(remaining_gap(4, []) for _ in range(trials))
closed5 = max(remaining_gap(5, []) for _ in range(trials))
open2 = min(remaining_gap(2, [mirror12]) for _ in range(trials))
closed3 = max(remaining_gap(3, [mirror12]) for _ in range(trials))
assert open4 > 1e-4 and open2 > 1e-4
assert closed5 < 1e-6 and closed3 < 1e-6

# The p electron, orbitals px, py, pz times spin up, down
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
LS = sum(np.kron(-1j * eps[k], s / 2) for k, s in enumerate([sx, sy, sz]))


def field(q):
    s3 = np.sqrt(3)
    return np.array([[-q[0] + s3 * q[1], s3 * q[2], s3 * q[3]],
                     [s3 * q[2], -q[0] - s3 * q[1], s3 * q[4]],
                     [s3 * q[3], s3 * q[4], 2 * q[0]]])


def doublets(q, zeta):
    E = np.linalg.eigvalsh(np.kron(field(q), np.eye(2)) + zeta * LS)
    assert np.allclose(E[::2], E[1::2], atol=1e-10)
    return E[::2]


def squared_gap_product(E):
    return ((E[1] - E[0]) * (E[2] - E[1]) * (E[2] - E[0]))**2


def lower_bound(r, b):
    return 108 * r**2 * b**2 * (3 * r**2 - 2 * r * b + 3 * b**2)


zeta = 0.6
q = np.array([0.03, 0.02, 0.04, 0.05, 0.06])
free_levels = doublets(np.zeros(5), zeta)

# First-order matrix elements within j = 3/2
up, down = np.array([1, 0]), np.array([0, 1])
p_plus = -np.array([1, 1j, 0]) / np.sqrt(2)
p_minus = np.array([1, -1j, 0]) / np.sqrt(2)
p_zero = np.array([0, 0, 1])
a = np.kron(p_minus, down)
b = np.sqrt(2 / 3) * np.kron(p_zero, up) + np.sqrt(1 / 3) * np.kron(p_plus, down)
J6 = np.kron(np.eye(3), J2)
frame = np.array([a, J6 @ a.conj(), b, J6 @ b.conj()]).T
assert np.allclose(LS @ frame, frame / 2)
mirror_p = np.kron(np.diag([1, 1, -1]), -1j * sz)
assert np.allclose(mirror_p @ a, 1j * a) and np.allclose(mirror_p @ b, 1j * b)
Hq = frame.conj().T @ np.kron(field(q), np.eye(2)) @ frame
half_diff = (Hq[0, 0] - Hq[2, 2]).real / 2
w, x = Hq[0, 2], Hq[0, 3]
assert np.isclose(half_diff, -q[0])
assert np.isclose(w, -(q[1] + 1j * q[2])) and np.isclose(x, q[3] + 1j * q[4])
first = np.linalg.eigvalsh(Hq)
assert np.isclose(first[2] - first[0], 2 * np.linalg.norm(q))

# The mirror z -> -z forbids exactly the xz and yz components
for k in range(5):
    V = np.kron(field(np.eye(5)[k]), np.eye(2))
    conserved = np.allclose(mirror_p @ V, V @ mirror_p)
    assert conserved == (k < 3)

# Cubic equation, gap product and its lower bound, far beyond first order
for _ in range(300):
    qr = rng.normal(size=5) * 10**rng.uniform(-1.5, 0.3)
    r = np.linalg.norm(qr)
    E = doublets(qr, zeta)
    p = 3 * r**2 + 0.75 * zeta**2
    D = np.linalg.det(field(qr)) - zeta**3 / 4
    scale = (r + zeta)**3
    assert np.all(abs(E**3 - p * E - D) < 1e-11 * scale)
    product = squared_gap_product(E)
    assert abs(product - (4 * p**3 - 27 * D**2)) < 1e-10 * scale**2
    assert product > lower_bound(r, zeta / 2) - 1e-10 * scale**2
    assert min(np.diff(E)) > 0
axial = squared_gap_product(doublets([-0.2, 0, 0, 0, 0], zeta))
assert np.isclose(axial, lower_bound(0.2, zeta / 2), rtol=1e-8)


def upper_gap(q, zeta):
    E = doublets(q, zeta)
    return E[2] - E[1]


# One-parameter scan of q1 at fixed q2: spin-free crossing, then avoided
q2_scan = 0.10
q1_cross = q2_scan / np.sqrt(3)
gap_spinfree = upper_gap([q1_cross, q2_scan, 0, 0, 0], 0.0)
grid = np.linspace(-0.5, 0.5, 201)
best = grid[np.argmin([upper_gap([t, q2_scan, 0, 0, 0], zeta) for t in grid])]
scan = minimize_scalar(lambda t: upper_gap([t, q2_scan, 0, 0, 0], zeta),
                       bounds=(best - 0.01, best + 0.01), method="bounded",
                       options={"xatol": 1e-9})
assert gap_spinfree < 1e-12 and scan.fun > 0.05

print("Real parameters, any Hermitian 4x4:", n_all)
print("Real parameters, with T:", n_T, " conditions:", n_T - 1)
print("Real parameters, T and mirror:", n_TM, " conditions:", n_TM - 1)
print("Real parameters, T and two mirrors:", n_TMM, " conditions:", n_TMM - 1)
print("Restoring a disturbed crossing, 12 states,", trials, "trials each")
print("(final gap / disturbed gap, dimensionless)")
print(f"  no mirror, 4 controls, smallest: {open4:.3f}")
print(f"  no mirror, 5 controls, largest:  {abs(closed5):.0e}")
print(f"  mirror, 2 controls, smallest:    {open2:.3f}")
print(f"  mirror, 3 controls, largest:     {abs(closed3):.0e}")
print(f"p electron: zeta = {zeta:.2f} eV")
print(f"  free levels: j=1/2 {free_levels[0]:.3f} eV, j=3/2 {free_levels[2]:.3f} eV")
print("  q1..q5 =", " ".join(f"{v:.2f}" for v in q), "eV")
print(f"  (A-B)/2 = {half_diff:.3f} eV")
print(f"  w = {w.real:.3f} {w.imag:+.3f} i eV")
print(f"  x = {x.real:.3f} {x.imag:+.3f} i eV")
print("  doublet energies:", " ".join(f"{v:.5f}" for v in doublets(q, zeta)), "eV")
print("Gap of upper two doublets: first order, six-state (eV)")
for title, start in [("no mirror", q), ("mirror", q * [1, 1, 1, 0, 0])]:
    current = start.copy()
    last = 5 if title == "no mirror" else 3
    for k in range(last + 1):
        if k:
            current[k - 1] = 0
        g1, g = 2 * np.linalg.norm(current), upper_gap(current, zeta)
        assert (g < 1e-12) if k == last else (g > 0.01)
        print(f"  {title}, {k} components removed: {g1:.5f}, {abs(g):.5f}")
print(f"Scan of q1 at q2 = {q2_scan:.2f} eV, q3 = q4 = q5 = 0")
print(f"  zeta = 0: gap {abs(gap_spinfree):.5f} eV at q1 = {q1_cross:.5f} eV")
print(f"  zeta = {zeta:.2f} eV: least gap {scan.fun:.5f} eV at q1 = {scan.x:.5f} eV")
print("tests ok")
```

Output:

```
Real parameters, any Hermitian 4x4: 16
Real parameters, with T: 6  conditions: 5
Real parameters, T and mirror: 4  conditions: 3
Real parameters, T and two mirrors: 3  conditions: 2
Restoring a disturbed crossing, 12 states, 6 trials each
(final gap / disturbed gap, dimensionless)
  no mirror, 4 controls, smallest: 0.016
  no mirror, 5 controls, largest:  9e-11
  mirror, 2 controls, smallest:    0.111
  mirror, 3 controls, largest:     5e-11
p electron: zeta = 0.60 eV
  free levels: j=1/2 -0.600 eV, j=3/2 0.300 eV
  q1..q5 = 0.03 0.02 0.04 0.05 0.06 eV
  (A-B)/2 = -0.030 eV
  w = -0.020 -0.040 i eV
  x = 0.050 +0.060 i eV
  doublet energies: -0.61817 0.20709 0.41108 eV
Gap of upper two doublets: first order, six-state (eV)
  no mirror, 0 components removed: 0.18974, 0.20399
  no mirror, 1 components removed: 0.18000, 0.19244
  no mirror, 2 components removed: 0.17550, 0.18965
  no mirror, 3 components removed: 0.15620, 0.15563
  no mirror, 4 components removed: 0.12000, 0.11974
  no mirror, 5 components removed: 0.00000, 0.00000
  mirror, 0 components removed: 0.10770, 0.10104
  mirror, 1 components removed: 0.08944, 0.08933
  mirror, 2 components removed: 0.08000, 0.07992
  mirror, 3 components removed: 0.00000, 0.00000
Scan of q1 at q2 = 0.10 eV, q3 = q4 = q5 = 0
  zeta = 0: gap 0.00000 eV at q1 = 0.05774 eV
  zeta = 0.60 eV: least gap 0.18844 eV at q1 = 0.02999 eV
tests ok
```
